\section*{Recursive Green Functions for Charge and Transmission in Layered Contacts}

\section{What symmetry and counting fix in advance}

Cut a contact into $N$ layers of $M$ orthonormal orbitals, each layer coupled only to its neighbours. Let $H_n$ be the Hamiltonian block of layer $n$ and $V_n=H_{n,n+1}$. The orbitals of each layer may be rotated by a separate unitary matrix $U_n$, which changes $V_n$ into $U_n^\dagger V_nU_{n+1}$. No physical result may depend on this choice.

Suppose that all layers left of $n$ are replaced by a correction $\Sigma_n^{<}$ to $H_n$. It must be an energy and transform with $U_n$ on both sides. A path that leaves layer $n$ leftwards and returns for the first time crosses the interface twice, so $\Sigma_n^{<}$ is quadratic in $V_{n-1}$. The form is therefore
\begin{equation}
\Sigma_n^{<}=V_{n-1}^\dagger\,g_{n-1}\,V_{n-1},
\end{equation}
where $g_{n-1}$ is an inverse energy belonging to layer $n-1$. Elimination below confirms the factor one and identifies $g$.

The cost follows the same pattern. Absorbing a layer involves only $M\times M$ matrices, so its cost depends on $M$ and not on $N$. The total is linear in $N$. A conventional product has $M^2$ entries, each a sum of $M$ products, which gives $M^3$.

\section{Model and leads}

The algebra uses atomic units, $\hbar=m_e=e=1$. Transport is coherent in a given potential. With lead self-energies $\Sigma_L$ on layer 1 and $\Sigma_R$ on layer $N$,
\begin{equation}
G(z)=(z-H-\Sigma_L-\Sigma_R)^{-1},\qquad \Gamma=i(\Sigma-\Sigma^\dagger).
\end{equation}
At real energy $E$, $z$ means $E+i0$.

Each lead is uniform, with coupling $-t$ times the unit matrix between its layers and to the device. Its transverse modes $\chi_m$ have on-site energies $e_m$. Removing the surface layer of a semi-infinite lead leaves the same lead, so the surface function of one mode obeys
\begin{equation}
g=\frac{1}{z-e_m-t^2g}\quad\Rightarrow\quad t^2g^2-(z-e_m)g+1=0 .
\end{equation}
With $x=(z-e_m)/(2t)$, the root that decays as $1/z$ is
\begin{equation}
g=\frac{x-\sqrt{x-1}\,\sqrt{x+1}}{t},\qquad \Sigma_m=t^2g .
\end{equation}
The two square roots must stay separate. For $\mathrm{Re}\,x<0$ and $\mathrm{Im}\,x>0$, the principal value of $\sqrt{x^2-1}$ has positive real part and selects the growing root.

Define $\lambda=-tg$. Then $E-e_m=-t(\lambda+1/\lambda)$. In an open mode $\lambda=e^{ik}$ with $0<k<\pi$, so
\begin{equation}
\Gamma_m=-2\,\mathrm{Im}\,\Sigma_m=2t\sin k=v_m .
\end{equation}
This is the velocity $dE/dk$, in layers per unit time, since $E=e_m-2t\cos k$. In a closed mode $\lambda$ is real and $\Gamma_m=0$.

\section{The two sweeps}

For a matrix in four blocks, eliminating the first set of unknowns gives the lower-right block of the inverse:
\begin{equation}
\left[\begin{pmatrix}A&B\\C&D\end{pmatrix}^{-1}\right]_{22}=(D-CA^{-1}B)^{-1}.
\end{equation}
Let $A$ contain layers $1$ to $n-1$ and $D$ layer $n$, with everything to the right removed. The only nonzero blocks of $B$ and $C$ are $-V_{n-1}$ and $-V_{n-1}^\dagger$. Their minus signs cancel, and only the last diagonal block of $A^{-1}$, called $g_{n-1}$, is needed:
\begin{equation}
g_n=\bigl(z-H_n-\Sigma_n-V_{n-1}^\dagger g_{n-1}V_{n-1}\bigr)^{-1}.
\end{equation}
Here $\Sigma_n$ is the lead term, nonzero in the end layers, and the $V$ term is absent for $n=1$. At the last layer nothing has been removed, so $G_{NN}=g_N$.

For the backward sweep, take rows $1$ to $n$ of $(z-H-\Sigma)G=1$. In a column $m>n$ the right side vanishes and the coupling to layer $n+1$ acts as a source $V_nG_{n+1,m}$ in row $n$. In column $n$ there is also the unit source. Thus
\begin{align}
G_{nm}&=g_nV_nG_{n+1,m}\quad(m>n),\\
G_{nn}&=g_n+g_nV_nG_{n+1,n}.
\end{align}
The same step applied to $G(z-H-\Sigma)=1$ gives $G_{n+1,n}=G_{n+1,n+1}V_n^\dagger g_n$. Therefore
\begin{align}
G_{nn}&=g_n+g_nV_nG_{n+1,n+1}V_n^\dagger g_n,\\
G_{nN}&=g_nV_nG_{n+1,N}.
\end{align}
The last factor is $g_n$, not $g_n^\dagger$.

\begin{verbatim}
D[n] = z - H[n], minus the lead term at each end
g[1] = inverse(D[1])
for n = 2..N:
    Q[n-1] = V[n-1]^dagger g[n-1]
    g[n]   = inverse(D[n] - Q[n-1] V[n-1])
G[N,N] = g[N]
for n = N-1..1:
    P      = g[n] V[n]
    G[n,n] = g[n] + (P G[n+1,n+1]) Q[n]
    G[n,N] = P G[n+1,N]
\end{verbatim}

\section{Cost}

In-place Gauss--Jordan inversion uses, for each pivot, one reciprocal, $M-1$ products to scale the pivot row, and $M$ products in each of the other $M-1$ rows. This is $M+M(M-1)=M^2$ per pivot and $M^3$ in all, counting a reciprocal as a multiplication.

Each interface needs two products and one inverse going forward, and four products going back. With the first inverse,
\begin{equation}
C_{\rm sweep}=\bigl[7(N-1)+1\bigr]M^3=(7N-6)M^3 .
\end{equation}
Counting the operations actually executed for $N=6$, $M=4$ gave 2304, which is $36\times64$. For $N=5$, $M=3$ the sweeps took 783 and a dense inverse $15^3=3375$. In general the dense inverse costs $N^3/(7N-6)$ times more, about $N^2/7$ for many layers.

The count is per energy and covers the sweeps. The local spectra derived below add one product per layer, and the transmission adds a few products in total, so the scaling is unchanged. Storing $g_n$ and $Q_n$ takes memory of order $NM^2$.

Clock time need not follow the count at moderate sizes. Going from 20 to 40 layers at width 50 raised the time from 6.1 to 12.5 ms. Going from width 50 to 100 at 20 layers raised it to 36.1 ms, a factor 5.9 instead of 8.

If the potential is constant across every layer and the modes are common to all layers, the problem separates into $M$ chains. The sweeps then cost $(7N-6)M$, and full blocks are wasteful. Cubic scaling is the price of mode mixing.

\section{Transmission}

Send a wave of unit amplitude in open mode $m$ from the left. Lead layers have $j\le0$, and in that mode
\begin{equation}
\psi_0=1+r,\qquad \psi_{-1}=\lambda^{-1}+r\lambda .
\end{equation}
Insert these in $(E-e_m)\psi_0+t\psi_{-1}+t\psi_1=0$, where $\psi_1$ is the component of the first device layer along $\chi_m$. Since $E-e_m+t/\lambda=-t\lambda$ and $E-e_m+t\lambda=-t/\lambda$,
\begin{equation}
-t\lambda-\frac{t r}{\lambda}+t\psi_1=0
\;\Rightarrow\; \psi_0=\lambda\psi_1+1-\lambda^2 .
\end{equation}
The lead enters the equation of layer 1 as $+t\psi_0$. Its first part is $t\lambda\psi_1=-\Sigma_m\psi_1$, the self-energy. The rest, moved to the right side, is the source
\begin{equation}
-t(1-\lambda^2)=t\lambda(\lambda-\lambda^{-1})=2it\lambda\sin k=i\lambda v_m .
\end{equation}
Hence $\psi_n=G_{n1}\,i\lambda v_m\chi_m$ in every device layer. On the right, the outgoing amplitude in open mode $p$ has modulus $|\chi_p^\dagger\psi_N|$. The ratio of outgoing to incoming flux is
\begin{equation}
T_{pm}=\frac{v_p}{v_m}\,v_m^2\,|\chi_p^\dagger G_{N1}\chi_m|^2
=v_pv_m|\chi_p^\dagger G_{N1}\chi_m|^2 .
\end{equation}
Summing over modes gives $T=\mathrm{Tr}[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger]$.

The sweep supplies $G_{1N}$, which describes the opposite direction. To connect the two, use
\begin{equation}
\mathcal A=i(G-G^\dagger)=iG\bigl[(G^\dagger)^{-1}-G^{-1}\bigr]G^\dagger
=G(\Gamma_L+\Gamma_R)G^\dagger ,
\end{equation}
because the bracket is $\Sigma-\Sigma^\dagger$ at real energy. Factoring in the other order gives $\mathcal A=G^\dagger(\Gamma_L+\Gamma_R)G$. Multiply both forms by $\Gamma_R$ and take traces. The terms with two factors $\Gamma_R$ agree by cyclic permutation, so the remaining terms agree too:
\begin{equation}
T=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]
=\mathrm{Tr}[\Gamma_LG_{1N}\Gamma_RG_{1N}^\dagger].
\end{equation}

A uniform chain with $N=M=1$ checks the factors. There $G=1/(E-e+2t\lambda)=1/[t(\lambda-\lambda^{-1})]=1/(2it\sin k)$, and $T=v^2|G|^2=1$.

\section{Charge}

\subsection{Equilibrium}

Put $x=(E-\mu)/kT$, so that $f=\tfrac12-\tfrac12\tanh(x/2)$. A rational form of $\tanh$ turns the energy integral into a few evaluations of $G$. Define
\begin{equation}
u_k(y)=\sum_{s\ge0}\frac{y^{2s}}{(2s)!!\,(2s+2k+1)!!},
\end{equation}
with $(-1)!!=1$. Then $u_{-1}=\cosh y$ and $yu_0=\sinh y$. The coefficient of $y^{2s}$ in $u_{k-1}-(2k+1)u_k$ is
\begin{equation}
\frac{(2s+2k+1)-(2k+1)}{(2s)!!(2s+2k+1)!!}=\frac{1}{(2s-2)!!(2s+2k+1)!!}
\end{equation}
for $s\ge1$ and zero for $s=0$. This is the series of $y^2u_{k+1}$. Dividing by $u_k$ and iterating gives
\begin{equation}
\frac{\tanh y}{y}=\frac{u_0}{u_{-1}}=\cfrac{1}{1+\cfrac{y^2}{3+\cfrac{y^2}{5+\cdots}}}\,.
\end{equation}
Cut the fraction after $2P$ levels and set $y=x/2$. By the elimination rule used for the layers, it equals $[(1-ixB)^{-1}]_{11}$, where $B$ is a symmetric tridiagonal matrix with zero diagonal and
\begin{equation}
B_{n,n+1}=\frac{1}{2\sqrt{(2n-1)(2n+1)}} .
\end{equation}
Its eigenvalues come in pairs $\pm\beta_p$ with equal squared first components $w_p^2$. Adding each pair gives
\begin{equation}
\tanh\frac x2\simeq\frac x2\sum_{\beta_p>0}\frac{2w_p^2}{1+x^2\beta_p^2}.
\end{equation}
With $z_p=1/\beta_p$ and $R_p=w_p^2/(4\beta_p^2)$ this becomes
\begin{equation}
f\simeq\frac12-\sum_pR_p\left[\frac1{x-iz_p}+\frac1{x+iz_p}\right].
\end{equation}
Replace $E$ by the Hamiltonian of device and leads together. Then $1/(x-iz_p)$ becomes $-kT\,G(\mu+iz_pkT)$, and the second term is its Hermitian conjugate. The occupation of orbital $i$, per spin and valley, is
\begin{equation}
n_i=\frac12+2kT\sum_pR_p\,\mathrm{Re}\,G_{ii}(\mu+iz_pkT).
\end{equation}
At 300 K, 50 pole pairs reproduce $f$ within $5.3\times10^{-12}$ for $|E-\mu|\le20$ eV, a range that covers the spectrum of the contact below. Bound states are included because $f$ acts on the whole Hamiltonian.

\subsection{Under bias}

Left-incident states in mode $m$ have density $dk/2\pi=dE/(2\pi v_m)$. Using $\psi=G\,i\lambda v_m\chi_m$, their summed density per unit energy is the diagonal of $\mathcal A_L/2\pi$, with $\mathcal A_L=G\Gamma_LG^\dagger$. The right lead gives $\mathcal A_R$ likewise. From the sweeps,
\begin{equation}
\mathcal A_{R,nn}=G_{nN}\Gamma_RG_{nN}^\dagger,\qquad
\mathcal A_{L,nn}=i(G_{nn}-G_{nn}^\dagger)-\mathcal A_{R,nn}.
\end{equation}
Writing $f_L\mathcal A_L+f_R\mathcal A_R=f_R\mathcal A+(f_L-f_R)\mathcal A_L$ separates an equilibrium part from a short energy window:
\begin{equation}
n_i=n_i^{\rm eq}(\mu_R)+\int\frac{dE}{2\pi}\,\mathcal A_{L,ii}\,(f_L-f_R).
\end{equation}
A bound state is hereby filled at $\mu_R$. That is a convention: no lead feeds the state, and coherent theory alone does not fix its filling.

A five-layer, two-orbital device with an attractive site of depth $2.5t$ tests this. The lead shifts were $-0.4t$ and $0$, the coupling within a layer $-0.3t$, and $kT=0.05t$. One bound level lies at $-1.256t$, with weight 0.994 in the device. At $\mu=t$ the pole sum agreed with diagonalization of a closed chain of 605 layers to better than $10^{-15}$ per orbital. For $\mu_L=1.2t$ and $\mu_R=t$, the biased formula agreed within $5.2\times10^{-6}$ per orbital with the real-energy integral of $f_L\mathcal A_L+f_R\mathcal A_R$ plus the bound-state weight. Without that weight the integral misses almost one electron per spin.

\section{Stability and failure modes}

\textbf{Complex energies are safe.} Let $X_n=g_n^{-1}$ and suppose $-\mathrm{Im}\,g_{n-1}\ge0$, where $\mathrm{Im}$ denotes the anti-Hermitian part divided by $i$. The lead and layer self-energies then only add to the imaginary part of $X_n$, so $\mathrm{Im}\,u^\dagger X_nu\ge\mathrm{Im}\,z$ for every unit vector $u$. Hence $\|g_n\|\le1/\mathrm{Im}\,z$, and $-\mathrm{Im}\,g_n\ge0$ carries the induction on.

\textbf{Real energies can hit a false singularity.} The truncated system of layers $1$ to $n$ may have a bound state at $E$ although the full contact has none. Then $g_n$ diverges while $G$ stays finite. Shifting the energy slightly is a remedy. Adding $i\eta$ inside the device also works, but it adds $2\eta\,GG^\dagger$ to $\mathcal A$, which the subtraction would wrongly assign to the left lead.

\textbf{Subtraction loses digits.} Where $\mathcal A_L\ll\mathcal A$, rounding errors scale with $\mathcal A$. If that region matters, compute $G_{n1}$ by a mirrored sweep and form $G_{n1}\Gamma_LG_{n1}^\dagger$ directly.

\textbf{The premises can fail.} Coupling beyond neighbouring layers requires thicker layers. Merging $k$ layers into one makes each step $k^3$ times as costly but leaves $k$ times fewer steps, so the total grows about as $k^2$. Phonon scattering adds self-energies inside the device, and both the two-lead splitting of $\mathcal A$ and the trace formula for the current then fail.

\section{A silicide contact to a silicon nanowire}

\subsection{Setting}

The wire is a square of side 3.0 nm with 25 orbitals per layer. There are 26 layers spaced by 0.25 nm, two of them metal. One sweep takes $176\times25^3=2.75\times10^6$ multiplications, about 100 times fewer than a dense inverse.

Four silicon valleys are kept, with mass $0.19\,m_e$ along the wire and $0.19$ and $0.92\,m_e$ across it. The two valley pairs differ by exchange of the transverse axes and contribute equally in this symmetric wire. With spin, all results are multiplied by 8. The metal is a band on the same lattice with its edge, before confinement is added, 3 eV below the metal Fermi level.

The temperature is 300 K, the donor density $N_D=2\times10^{20}$ cm$^{-3}$ and the barrier 0.65 eV. The silicon Fermi level is zero. Neutrality, $0.2\times9=1.8$ electrons per nm, puts the silicon band edge at $-0.347$ eV and the lowest subband at $-0.088$ eV. The bending is $\Delta=0.65+0.347=0.997$ eV, and the imposed barrier is the depletion parabola $\Delta(1-x/W)^2$ above the band edge. Poisson's equation requires $2\Delta/W^2=e^2N_D/\varepsilon$. With relative permittivity 11.7 this gives $W=2.54$ nm. This region holds only about $1.8\times2.54\approx4.6$ donors, so the smooth background stands for an average over ion positions, not for any single wire.

A second case adds one donor ion on the axis, 1.125 nm from the metal, with its opposite image charge. Its potential mixes the modes.

\subsection{Transmission and conductance}

At the Fermi level $T=0.0233$ without the extra donor and $0.0656$ with it. For the second case, solving directly for the scattered wave amplitudes gave the same nine printed digits, $0.0656074311$.

The conductance is
\begin{equation}
\mathcal G=8\,\frac{e^2}{h}\int dE\,T(E)\left(-\frac{\partial f}{\partial E}\right).
\end{equation}
Using the Fermi-level value alone gives $8\times38.7\times0.0233\approx7.2\ \mu$S; thermal averaging gives 8.0 $\mu$S. The resistance is 124 k$\Omega$, and multiplying by $9\times10^{-14}$ cm$^2$ gives $1.1\times10^{-8}\ \Omega\,$cm$^2$. The donor raises the conductance nearly threefold, to about 23 $\mu$S, or $4\times10^{-9}\ \Omega\,$cm$^2$. The size of the rise depends on how the ion's potential is rounded off at its centre, here over 0.2 nm: on this mesh the factor is 3.5 for 0.1 nm and 2.3 for 0.4 nm. The $5\times5$ transverse mesh is not fully converged either. With $11\times11$ points the conductances become 7.9 and 21 $\mu$S, a factor 2.7, and with $23\times23$ points the band edge moves to $-0.357$ eV and the no-donor conductance to 7.8 $\mu$S.

\subsection{Charge}

Without the extra donor there are 17.7 electrons per nm at depth 0.125 nm, 0.21 at 1.125 nm and 1.59 at 3.125 nm. The large first value is the tail of occupied metal states under the barrier. It is not converged in the transverse mesh: 7, 11 and 23 points per side give 18.9, 17.0 and 15.2. The other two values move to 0.19 and 1.63 on the finest of these meshes.

The extra donor adds 2.3 electrons in the 6 nm of silicon kept; its unscreened potential has a long tail, and the count grows to 3.0 for 24 nm. A single ion needs only one compensating electron, shared by metal and silicon. The excess shows that its fixed potential is too strong: the carriers do not screen it here. The rise in conductance is overestimated for the same reason: letting the layer-averaged potential respond self-consistently lowers it from 2.8 to about 2.1.

Raising the metal Fermi level by 0.1 eV, with the donor present, drives about 2.3 $\mu$A, close to the zero-bias conductance times 0.1 V. The window term holds about 0.8 electrons in the silicon. At 1.125 nm the density nevertheless falls from 0.46 to 0.39 per nm. The window term cannot be negative here, so the fall comes from the equilibrium part, which changes only because the bias raises the potential in the metal and the barrier.

\subsection{Comparison with real contacts}

The barrier and doping are roughly those of nickel silicide on very heavily doped n-type silicon, and good contacts of this kind reach roughly $10^{-8}$ to $10^{-9}\ \Omega\,$cm$^2$. The wire is thinner than typical channels. Its confinement lifts the barrier met by the lowest subband from 0.65 to 0.91 eV, an increase that a wide contact with the same band-edge barrier would not have. The fixed potential is also only approximate, because electrons spill into the region taken as depleted. One Poisson correction, leaving out the metal tail in the first nanometre, changes the potential by up to 0.11 eV and multiplies the no-donor conductance by 0.22. That single step overshoots and depends on the length of silicon kept, the factor running from 0.35 at 4.5 nm to 0.08 at 12 nm. Iterated to self-consistency, the change is about 0.04 eV and the factor about 0.69, comparable to the other effects below. Together these leave the conductance uncertain by a factor of a few, so agreement with the real range is no validation.

Other changes, made one at a time from the no-donor case, multiply the conductance by 1.46 for the image force, 0.65 for a metal band twice as deep, 1.06 for half the layer spacing, and 1.04 for occupation at 358 K with $T(E)$ held fixed. The first two factors depend on the layer spacing: thinner layers strengthen the effect of the image force and weaken that of the deeper metal band. A two-band estimate of damping, with the gap widened by electron confinement to 1.38 eV, raises the Fermi-level tunnelling factor 2.5 times. The omitted heavy-transport valleys would hold 2\% of the donor charge.

The peak field, 7.9 MV/cm, far exceeds usual bulk breakdown fields, and the field, falling linearly, stays above 1 MV/cm over 2.2 nm. The high-field region is short, however, ending within about 2.5 nm. At 0.1 V, electrons injected near the metal Fermi level arrive about 0.19 eV above the lowest subband, well below the gap of roughly 1.1 eV needed to create pairs. The silicon subband edge also stays 0.28 eV above the valence edge at the interface, so band-to-band tunnelling is closed in this model. Phonons, valley mixing by the donor, the dielectric surroundings and the real silicide bands remain outside these estimates. The values for the base mesh and the fixed potential are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
multiplications counted, (layers, width): {(3, 2): 120, (6, 2): 288, (3, 4): 960, (6, 4): 2304, (5, 3): 783}
dense inverse, 5 layers of width 3: 3375 multiplications
sweep time 20 layers width 50: 6.09 ms
sweep time 40 layers width 50: 12.52 ms
sweep time 20 layers width 100: 36.13 ms
Fermi pole pairs: 50, largest error 5.3e-12
charge error against closed chain: 6.7e-16
bound level -1.2561 (hopping units), weight in device 0.9936
biased charge error against definition: 5.2e-06
wire side 3.0 nm, layer width 25 orbitals, layers 26, layer step 0.25 nm, side step 0.5 nm
masses 0.19, 0.92 m_e; permittivity 11.7; temperature 300 K; kT 0.02585 eV
doping 2.0e+20 cm^-3, barrier 0.65 eV, metal depth 3.0 eV, rough gap 1.12 eV
silicon length 6.0 nm, metal layers 2, donor depth 1.125 nm, softening 0.2 nm
hopping along wire 3.2084 eV
lowest confinement energy 0.2593 eV
bulk band edge in silicon lead -0.3469 eV
lowest subband edge in silicon lead -0.0876 eV
band bending 0.9969 eV, depletion length 2.539 nm
peak field 7.85 MV/cm
uniform wire: poles 1.800000, donors 1.800000 per nm
transmission at Fermi level, no donor: 2.33144e-02
transmission at Fermi level, donor, recursive: 6.56074311e-02
transmission at Fermi level, donor, waves: 6.56074311e-02
conductance, no donor: 8.0495 uS; resistance 124.23 kohm; resistivity 1.118e-08 ohm cm2
conductance, donor: 22.6159 uS; resistance 44.22 kohm; resistivity 3.980e-09 ohm cm2
conductance ratio donor/no donor: 2.810
electrons per nm at depth: no donor, donor, donor at 0.1 V
  0.125 nm: 17.7212, 17.9037, 17.9715
  0.625 nm: 1.0588, 1.1959, 1.2102
  1.125 nm: 0.2068, 0.4642, 0.3904
  2.125 nm: 0.7054, 1.5516, 1.3120
  3.125 nm: 1.5894, 2.3876, 2.3161
  4.125 nm: 1.9454, 2.2116, 2.2854
  5.875 nm: 1.7632, 1.8123, 1.8448
electrons added by donor: 2.3262
bias 0.1 V: current 2.2753 uA, window charge 0.7899 electrons
neglected heavy-transport valleys: 0.0352 electrons per nm, 1.95 % of donors
conductance ratios to the no-donor value:
  image force 1.455
  doubled metal depth 0.647
  halved layer step 1.057
  first charge correction 0.217
  358 K occupation 1.041
largest first potential correction 0.1112 eV
damping exponent: one band 4.468, two band 3.562, factor 2.47
band-to-band tunnelling margin at 0.1 V: 0.282 eV
\end{verbatim}
